# Why renormalizable QED of several leptons conserves C, P, T and flavour

## The question

Suppose two charged leptons have the same electric charge and different masses. The heavier could turn into the lighter and emit a photon without violating energy, momentum or charge conservation. A lepton could also have an electric dipole moment along its spin, which would violate parity and time reversal. Does electrodynamics forbid these effects, or must one impose symmetries to exclude them?

To find out, impose none of these symmetries. Take $N$ left-handed fields $\psi_L$ and $N$ right-handed fields $\psi_R$, all of the same nonzero charge $q$, coupled to the photon and nothing else. Require invariance under rotations and boosts, gauge invariance, a real action, positive kinetic terms and no operator of dimension above four. In suitable fields the theory is then a set of ordinary Dirac leptons, each conserved separately, with C, P and T intact.

I use $\hbar=c=1$, metric $(+,-,-,-)$, $D_\mu=\partial_\mu+iqA_\mu$, $\bar\psi=\psi^\dagger\gamma^0$ and $P_{R,L}=(1\pm\gamma_5)/2$. Atomic units are unnatural for a relativistic field theory, so masses are in electron masses $m_e$; the final rest energies are also given in hartree.

## The most general Lagrangian

The action is dimensionless, so $\mathcal L$ has mass dimension four, $\psi$ has $3/2$, and $A_\mu$ and $D_\mu$ have one.

Charge conservation requires equally many $\psi$ and $\psi^\dagger$ in every term. A Majorana mass $\psi\psi$ carries charge $2q$ and is forbidden. Four lepton fields already have dimension six, which leaves bilinears.

- Two fields of equal chirality form a Lorentz vector. Its index must be contracted with one $D_\mu$, giving dimension four.
- Two fields of opposite chirality form a scalar, the mass term of dimension three, or an antisymmetric tensor. Contracting the tensor with $F_{\mu\nu}$ gives dimension five, which is excluded.

For the photon alone, gauge invariance leaves $F_{\mu\nu}F^{\mu\nu}$ and $F_{\mu\nu}\tilde F^{\mu\nu}$, with $\tilde F^{\mu\nu}=\tfrac12\epsilon^{\mu\nu\alpha\beta}F_{\alpha\beta}$. Hence

$$\mathcal L=-\tfrac14Z_3F^2+\kappa F\tilde F+\bar\psi_L i\gamma^\mu D_\mu Z_L\psi_L+\bar\psi_R i\gamma^\mu D_\mu Z_R\psi_R-(\bar\psi_LM\psi_R+\text{h.c.}).$$

The matrices $Z_L,Z_R,M$ act on flavour. If a kinetic term starts with an arbitrary matrix $K$, its Hermitian conjugate is, after moving the derivative, the same term with $K^\dagger$ plus a total derivative. The sum contains $K+K^\dagger$, so $Z_L$ and $Z_R$ are Hermitian. The matrix $M$ can be any complex matrix.

Two facts carry the argument. The derivative and the photon enter together in $D_\mu$, so the matrix in the current is the matrix in the kinetic term. And $Z_L,Z_R$ are positive: the canonical anticommutators are proportional to $Z_L^{-1}$ and $Z_R^{-1}$, and a negative eigenvalue would give states of negative norm.

The photon terms are dealt with first. Setting $A=A'/\sqrt{Z_3}$, $q=\sqrt{Z_3}\,q'$ and $\kappa=Z_3\kappa'$ leaves $qA=q'A'$ and makes the first term $-\tfrac14F'^2$. I drop the primes. For the second term,

$$F\tilde F=\tfrac12\epsilon^{\mu\nu\alpha\beta}F_{\mu\nu}F_{\alpha\beta}
=2\epsilon^{\mu\nu\alpha\beta}\partial_\mu A_\nu\,\partial_\alpha A_\beta
=\partial_\mu\!\left(2\epsilon^{\mu\nu\alpha\beta}A_\nu\partial_\alpha A_\beta\right).$$

The factor two arises because each $F$ contributes two equal terms. In the last step the extra term contains $\partial_\mu\partial_\alpha A_\beta$, symmetric in $\mu\alpha$, and vanishes against $\epsilon$. A constant $\kappa$ therefore adds a boundary term to the action and nothing to the field equations. I assume flat space, no monopoles and fields for which the boundary term vanishes. A coefficient that varies in time does change the field equations.

## First derivation: redefining the fields

**Kinetic matrices.** A positive Hermitian matrix has a positive Hermitian inverse square root. Put

$$\psi_L=Z_L^{-1/2}\psi_L',\qquad \psi_R=Z_R^{-1/2}\psi_R'.$$

The left kinetic matrix becomes $Z_L^{-1/2}Z_LZ_L^{-1/2}=1$, and likewise on the right. The current simplifies at the same time. The mass matrix becomes

$$M'=Z_L^{-1/2}MZ_R^{-1/2}.$$

**Mass matrix.** Unitary matrices $U$ and $V$ may still act separately on $\psi_L'$ and $\psi_R'$ without disturbing the kinetic terms. The matrix $M'^\dagger M'$ is Hermitian and non-negative, so it has orthonormal eigenvectors $v_k$ with eigenvalues $m_k^2$, $m_k\ge0$. For $m_k>0$ define, with any phase $\varphi_k$,

$$u_k=e^{-i\varphi_k}M'v_k/m_k .$$

These vectors are orthonormal and diagonalize the mass matrix:

$$u_k^\dagger u_l=\frac{e^{i(\varphi_k-\varphi_l)}}{m_km_l}v_k^\dagger M'^\dagger M'v_l=\delta_{kl},$$

$$u_k^\dagger M'v_l=\frac{e^{i\varphi_k}}{m_k}v_k^\dagger M'^\dagger M'v_l=m_ke^{i\varphi_k}\delta_{kl}.$$

If $m_l=0$, then $|M'v_l|^2=v_l^\dagger M'^\dagger M'v_l=0$, so $M'v_l=0$. The missing $u$ vectors are any orthonormal completion; they too have $u^\dagger M'v_l=0$ for every $l$, because $M'v_l$ is zero or proportional to $u_l$. Equal masses cause no difficulty, since the $v_k$ can be chosen orthonormal within the degenerate space. With the $u_k$ and $v_k$ as columns of $U$ and $V$,

$$U^\dagger M'V=\operatorname{diag}(m_ke^{i\varphi_k}).$$

**Phases.** Set $\psi_L'=U\eta_L$ and $\psi_R'=V\eta_R$. Since $\gamma_5$ equals $\pm1$ on right- and left-handed fields, the mass term of flavour $k$ is

$$m_k\bar\eta_k(e^{i\varphi_k}P_R+e^{-i\varphi_k}P_L)\eta_k=m_k\bar\eta_ke^{i\varphi_k\gamma_5}\eta_k .$$

Its part $i m_k\sin\varphi_k\,\bar\eta_k\gamma_5\eta_k$ looks parity-violating. Now put $\eta_k=e^{-i\varphi_k\gamma_5/2}\chi_k$. Because $\gamma_5$ anticommutes with $\gamma^0$,

$$\bar\eta_k=\chi_k^\dagger e^{+i\varphi_k\gamma_5/2}\gamma^0=\bar\chi_ke^{-i\varphi_k\gamma_5/2}.$$

Both half-phases therefore have the same sign, and the mass term becomes $m_k\bar\chi_k\chi_k$. In the kinetic term and the current they surround one $\gamma^\mu$; moving one through it reverses its sign, and they cancel. Thus

$$\mathcal L=-\tfrac14F^2+\sum_k\bar\chi_k(i\gamma^\mu D_\mu-m_k)\chi_k,$$

up to the total derivative $\kappa F\tilde F$. The complete redefinition is $\psi_L=S_L\chi_L$, $\psi_R=S_R\chi_R$, with

$$S_L=Z_L^{-1/2}U\operatorname{diag}(e^{i\varphi_k/2}),\qquad S_R=Z_R^{-1/2}V\operatorname{diag}(e^{-i\varphi_k/2}).$$

## Second derivation: modes of the original wave equation

The second road takes no square roots and meets no $\gamma_5$ phases. Varying the original Lagrangian with respect to $\bar\psi_L$ and $\bar\psi_R$ gives

$$i\gamma^\mu D_\mu Z_L\psi_L=M\psi_R,\qquad i\gamma^\mu D_\mu Z_R\psi_R=M^\dagger\psi_L .$$

Consider a free lepton at rest, with time dependence $e^{-iEt}$. Write $\psi_L=a\,\xi_L$ and $\psi_R=b\,\xi_R$, where $a,b$ are flavour vectors and $\xi_R=\gamma^0\xi_L$. The equations reduce to

$$\begin{pmatrix}0&M\\M^\dagger&0\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}
=E\begin{pmatrix}Z_L&0\\0&Z_R\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}.$$

Call the matrix on the right $\mathcal Z$. It is positive, so $w^\dagger\mathcal Zw'$ is a scalar product. In it, $\mathcal Z^{-1}$ times the Hermitian matrix on the left is self-adjoint. The spectral theorem gives $2N$ independent solutions with real $E$, orthogonal in this scalar product. The masses are real from the start.

If $(a,b)$ solves the problem with $E$, then $(a,-b)$ solves it with $-E$. Let $(a_k,b_k)$ be the solutions with $E=m_k>0$, orthogonal and normalized to two. Each is also orthogonal to every $(a_l,-b_l)$, whose energy is negative. Therefore

$$a_k^\dagger Z_La_l+b_k^\dagger Z_Rb_l=2\delta_{kl},\qquad a_k^\dagger Z_La_l-b_k^\dagger Z_Rb_l=0,$$

and adding and subtracting gives

$$a_k^\dagger Z_La_l=b_k^\dagger Z_Rb_l=\delta_{kl}.$$

For $E=0$ the equations are $M^\dagger a=0$ and $Mb=0$. The two solution spaces have equal dimension because $M$ is square. Choose bases orthonormal with respect to $Z_L$ and $Z_R$ and pair them arbitrarily. They are orthogonal to the massive vectors: $m_ka_0^\dagger Z_La_k=a_0^\dagger Mb_k=(M^\dagger a_0)^\dagger b_k=0$, and similarly for $b_0$.

Now restore arbitrary motion and an arbitrary photon field by expanding

$$\psi_L=\sum_ka_k\chi_{kL},\qquad\psi_R=\sum_kb_k\chi_{kR}.$$

Since $Mb_k=m_kZ_La_k$, the first field equation becomes

$$\sum_kZ_La_k\left(i\gamma^\mu D_\mu\chi_{kL}-m_k\chi_{kR}\right)=0 .$$

The vectors $Z_La_k$ are linearly independent, so each bracket vanishes. The second equation gives $i\gamma^\mu D_\mu\chi_{kR}=m_k\chi_{kL}$ in the same way. Together they are the Dirac equation of one lepton of mass $m_k$. The photon's source also separates:

$$q(\bar\psi_L\gamma^\mu Z_L\psi_L+\bar\psi_R\gamma^\mu Z_R\psi_R)=q\sum_k\bar\chi_k\gamma^\mu\chi_k .$$

The rest-frame problem fixed the flavour vectors, yet they serve at every momentum and in every photon field, because flavour matrices commute with $\gamma^\mu D_\mu$. The $a_k$ and $b_k$ are the columns of $S_L$ and $S_R$. The two constructions agree up to a common phase per massive flavour, a common unitary rotation among equal nonzero masses, and independent left and right rotations among massless flavours.

## The symmetries

In the mass basis each phase change $\chi_k\to e^{-i\beta_k}\chi_k$ leaves $\mathcal L$ unchanged, so the number of leptons minus antileptons of each flavour is conserved. For the discrete symmetries let $\alpha^\mu=\gamma^0\gamma^\mu=(1,\boldsymbol\alpha)$ and use the chiral matrices, in which $\gamma^0$, $\gamma^1$ and $\gamma^3$ are real and $\gamma^2$ is imaginary.

**Parity.** Let $\chi(t,\mathbf x)\to\gamma^0\chi(t,-\mathbf x)$, with $A^0$ even and $\mathbf A$ odd. Since $\gamma^0\boldsymbol\alpha\gamma^0=-\boldsymbol\alpha$, the spatial current changes sign, as do $\nabla$ and $\mathbf A$. The density and $\bar\chi\chi$ do not.

**Charge conjugation.** Let $\chi\to B\chi^*$ with $B=i\gamma^2$, and $A_\mu\to-A_\mu$. The matrix $B$ is real and symmetric, with $B^2=1$, $B\alpha^\mu B=\alpha^{\mu*}$ and $B\gamma^0B=-\gamma^{0*}$. For a Hermitian matrix $X$ with $BXB=sX^*$, exchanging the anticommuting fields gives

$$\chi^\dagger X\chi\to\chi^TBXB\chi^*=-s\,\chi^\dagger X\chi .$$

The current is odd, compensating the sign of $A_\mu$, and the mass term is even. In the derivative term the exchange also moves the derivative to the other field; moving it back supplies another minus sign, up to a total derivative.

**Time reversal.** This operation complex-conjugates numbers. Let $\chi(t,\mathbf x)\to\mathcal T\chi(-t,\mathbf x)$ with $\mathcal T=\gamma^1\gamma^3$, $A^0$ even and $\mathbf A$ odd. Here $\mathcal T^\dagger\boldsymbol\alpha^*\mathcal T=-\boldsymbol\alpha$ and $\mathcal T^\dagger\gamma^{0*}\mathcal T=\gamma^0$. The density and mass terms are even and the spatial current is odd. In $i\partial_t$ both factors change sign; in $i\boldsymbol\alpha\cdot\nabla$ the signs of $i$ and $\boldsymbol\alpha$ cancel.

In the original fields these symmetries contain flavour matrices. Parity, for example, reads

$$\psi_L(t,\mathbf x)\to G\gamma^0\psi_R(t,-\mathbf x),\quad
\psi_R(t,\mathbf x)\to G^{-1}\gamma^0\psi_L(t,-\mathbf x),\quad G=S_LS_R^{-1}.$$

A Lagrangian can thus conserve parity while lacking symmetry under $\psi\to\gamma^0\psi$.

## Two mixed leptons

Take the round model matrices

$$Z_L=\begin{pmatrix}1.2&0.3\\0.3&0.8\end{pmatrix},\quad
Z_R=\begin{pmatrix}1&0.2i\\-0.2i&1.5\end{pmatrix},\quad
M=\begin{pmatrix}1&2+i\\0.5i&3\end{pmatrix}m_e .$$

Replacing $\psi$ by $\gamma^0\psi$ would exchange $M$ and $M^\dagger$, whose largest difference is $|2+1.5i|\,m_e=2.5\,m_e$. It would also exchange the unequal $Z_L$ and $Z_R$.

The masses follow from two invariants of $M'$. The cyclic property of the trace gives

$$m_1^2+m_2^2=\operatorname{tr}M'M'^\dagger=\operatorname{tr}(Z_L^{-1}MZ_R^{-1}M^\dagger),$$

and the determinant gives $m_1m_2=|\det M|/\sqrt{\det Z_L\det Z_R}$. Here $\det Z_L=0.96-0.09=0.87$, $\det Z_R=1.5-0.04=1.46$ and $\det M=3-0.5i(2+i)=3.5-i$ in units of $m_e^2$. Multiplying out,

$$MZ_R^{-1}M^\dagger=\frac{m_e^2}{1.46}\begin{pmatrix}6.1&6.2+1.75i\\6.2-1.75i&9.975\end{pmatrix}.$$

With $Z_L^{-1}=\frac1{0.87}\begin{pmatrix}0.8&-0.3\\-0.3&1.2\end{pmatrix}$,

$$m_1^2+m_2^2=\frac{0.8(6.1)+1.2(9.975)-0.3(12.4)}{0.87\times1.46}m_e^2=10.336955\,m_e^2,$$

$$m_1m_2=\frac{3.640055}{\sqrt{1.2702}}m_e^2=3.22977\,m_e^2 .$$

Adding and subtracting twice the product gives $m_2+m_1=4.09835\,m_e$ and $m_2-m_1=1.96911\,m_e$. Hence $m_1=1.0646\,m_e$ and $m_2=3.0337\,m_e$, or rest energies of 19992 and 56970 hartree. The energies of the original, undiagonalized wave equation agree.

If the first component of each column of $U$ and $V$ is made real and positive, the $\gamma_5$ phases are $-0.266$ and $+1.661$ rad. Other eigenvector phases would change these values, so they are not properties of the leptons. After the rotation the lighter lepton has

$$a_1=\begin{pmatrix}0.90633-0.15010i\\-0.56716+0.28230i\end{pmatrix},\quad
b_1=\begin{pmatrix}0.96458+0.13382i\\-0.04222-0.09660i\end{pmatrix}.$$

These are also the vectors of the second derivation. The first component of $Mb_1$ is $(0.9767-0.1016i)m_e$; that of $Z_La_1$ is $0.9174-0.0954i$, and multiplying by $m_1$ reproduces it. The hidden parity matrix is

$$G=\begin{pmatrix}0.870-0.226i&0.277+0.505i\\-0.453+0.454i&1.088-0.245i\end{pmatrix}.$$

A scattering process tests the claim on an amplitude. Let a photon of energy $1\,m_e$ strike a lepton at rest and leave at $60^\circ$. With unit charge and spinors normalized to $\bar uu=2m$, the squared tree amplitude summed over spins and polarizations is 11.2007 for the lighter lepton and 10.1866 for the heavier. The original matrices and a single lepton of the corresponding mass give the same values. Conversion of the heavier lepton into the lighter is kinematically allowed: the released rest energy would raise the outgoing photon energy to $2.0004\,m_e$. The summed squared amplitude is nevertheless below $10^{-18}$, consistent with zero at rounding accuracy.

The role of gauge invariance shows when the current matrices $Z_L,Z_R$ are replaced by the identity while the kinetic matrices stay. For the momenta tested, with modes normalized to unit total density rather than to $\bar uu=2m$, the largest flavour-changing current element is then 0.230, instead of below $10^{-11}$. The value 0.230 depends on the spin basis the eigenvalue solver happens to return; what matters is that it is not zero. The numerical output below lists these values and the intermediate matrices.

## What the two derivations assume

Both use the positivity of $Z_L$ and $Z_R$, and without it the result can fail. With one flavour, $Z_L=1$, $Z_R=-1$ and $M=m$, the rest-frame equations are $Ea=mb$ and $-Eb=ma$. They give $E^2=-m^2$, a growing and a decaying mode instead of a particle.

Both also need equally many left- and right-handed fields of the same charge. A surplus of one chirality leaves charged massless fields without partners for parity to exchange. If the left and right parts of a lepton had different charges, its mass term would be forbidden and its photon coupling would violate parity as defined above, with $A^0$ even and $\mathbf A$ odd. Leptons whose charges differ in magnitude cannot mix, and the argument applies to each charge separately. Neutral leptons can have Majorana masses and lie outside it.

The second derivation uses the field equations, the photon's source and the normalization of the modes. That suffices at tree level, because tree amplitudes follow from solving the field equations by iteration. It requires no statement about a path-integral measure.

The first derivation changes variables in the action and so can be carried beyond tree level, at the price of a Jacobian. I assume a regulator that respects gauge invariance and yields a local Jacobian. For a constant flavour matrix, the field-dependent terms of dimension four are then multiples of $F^2$ and $F\tilde F$. The first is absorbed in $Z_3$. The second, the chiral anomaly, shifts $\kappa$, and its size is not needed. A constant-$\kappa$ vertex joins two photons of incoming momenta $k$ and $-k$, and its factor $\epsilon^{\mu\nu\alpha\beta}k_\mu k_\alpha$ vanishes.

Special mass values enlarge the symmetry. Equal masses allow unitary rotations among the flavours, so their labels become a choice; a massless lepton has in addition a chiral phase symmetry of the classical action. A three-flavour case with masses $0$, $2$ and $2\,m_e$ passed the tests of the spectrum and of C, P and T.

The dimension limit is essential. Add the dipole term

$$\mathcal L_5=-\tfrac12\bar\psi_L\sigma^{\mu\nu}F_{\mu\nu}\mathcal D\psi_R+\text{h.c.},\qquad\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu].$$

In the mass basis $\mathcal D$ becomes $d=S_L^\dagger\mathcal DS_R$. For nonzero, unequal masses the only freedom left in $S_L$ and $S_R$ is a common phase for each flavour. It changes neither the diagonal elements of $d$ nor the magnitudes of the others, so $d$ need be neither diagonal nor real. Its off-diagonal elements then change flavour.

For an imaginary diagonal part, take an electric field $\mathcal E$ along $z$. Then $\tfrac12\sigma^{\mu\nu}F_{\mu\nu}=i\alpha_3\mathcal E$, and the energy operator is

$$\gamma^0\,i\alpha_3\mathcal E\,(\operatorname{Re}d_{kk}+i\gamma_5\operatorname{Im}d_{kk}).$$

At rest $\gamma^0=1$ on the positive-energy spinors. The first term averages to zero because $\alpha_3$ anticommutes with $\gamma^0$. In the second, $i\alpha_3\,i\gamma_5=-\Sigma_3$, where $\Sigma_3=\pm1$ is twice the spin component. The first-order energies are $\mp\operatorname{Im}d_{kk}\,\mathcal E$, split by $2|\operatorname{Im}d_{kk}|\mathcal E$. This coupling of spin to electric field violates P and T.

Even the innocent-looking choice $\mathcal D=1$ gives $\operatorname{Im}d_{11}=0.333$ and $\operatorname{Im}d_{22}=-0.032$ in the example. The splittings are 0.666 and 0.065 in units of dipole strength times field, and $|d_{12}|$ is about 0.60. Within the stated field content and charges, such effects require operators beyond the renormalizable Lagrangian.

## Numbers as computed

```
Z_L row 1 [1]: +1.20000+0.00000i  +0.30000+0.00000i
Z_L row 2 [1]: +0.30000+0.00000i  +0.80000+0.00000i
Z_R row 1 [1]: +1.00000+0.00000i  +0.00000+0.20000i
Z_R row 2 [1]: -0.00000-0.20000i  +1.50000+0.00000i
M row 1 [m_e]: +1.00000+0.00000i  +2.00000+1.00000i
M row 2 [m_e]: +0.00000+0.50000i  +3.00000+0.00000i
Z_L^(-1/2) row 1 [1]: +0.94487+0.00000i  -0.16359+0.00000i
Z_L^(-1/2) row 2 [1]: -0.16359+0.00000i  +1.16299+0.00000i
Z_R^(-1/2) row 1 [1]: +1.01085+0.00000i  +0.00000-0.07465i
Z_R^(-1/2) row 2 [1]: +0.00000+0.07465i  +0.82423+0.00000i
M' = canonical mass matrix row 1 [m_e]: +0.88459+0.02175i  +1.14697+0.70826i
M' = canonical mass matrix row 2 [m_e]: -0.15315+0.82383i  +2.64946-0.12263i
det Z_L = 0.87000, det Z_R = 1.46000 [1]
|det M| = 3.640055 m_e^2
sum of squared masses = 10.336955 m_e^2
product of masses = 3.229772 m_e^2
mass 1 from diagonalization = 1.064620 m_e
mass 1 from original wave equation = 1.064620 m_e
rest energy 1 = 19992.35 hartree
gamma5 phase 1 (first components positive) = -0.265548 rad
mass 2 from diagonalization = 3.033734 m_e
mass 2 from original wave equation = 3.033734 m_e
rest energy 2 = 56970.08 hartree
gamma5 phase 2 (first components positive) = +1.660562 rad
U row 1 [1]: +0.90457+0.00000i  +0.42632+0.00000i
U row 2 [1]: -0.38828+0.17604i  +0.82386-0.37352i
V row 1 [1]: +0.97797+0.00000i  +0.20876+0.00000i
V row 2 [1]: -0.06629-0.19796i  +0.31055+0.92735i
S_L row 1 [1]: +0.90633-0.15010i  +0.13574+0.23907i
S_L row 2 [1]: -0.56716+0.28230i  +0.92001+0.36267i
S_R row 1 [1]: +0.96458+0.13382i  +0.17197-0.22250i
S_R row 2 [1]: -0.04222-0.09660i  +0.74838+0.33726i
parity matrix S_L S_R^-1 row 1 [1]: +0.86969-0.22645i  +0.27662+0.50540i
parity matrix S_L S_R^-1 row 2 [1]: -0.45289+0.45376i  +1.08821-0.24473i
naive parity mismatch, max|M - M^dagger| = 2.50000 m_e
flavour-changing current below 1e-11: True
same, current matrix replaced by identity = 0.23003 [1]
Compton input: photon energy 1.00 m_e, angle 60.0 degrees
Compton 1->1: outgoing photon 0.680433 m_e, sum|amp|^2 = 11.200679, single lepton 11.200679 [1]
Compton 2->2: outgoing photon 0.858507 m_e, sum|amp|^2 = 10.186560, single lepton 10.186560 [1]
Compton 2->1: outgoing photon would have 2.000376 m_e, sum|amp|^2 below 1e-18: True
dipole matrix in mass basis row 1 [unit dipole]: +0.85081+0.33278i  -0.13999-0.57839i
dipole matrix in mass basis row 2 [unit dipole]: +0.08904-0.28600i  +0.78098-0.03244i
electric spin splittings 1, 2 = 0.66556, 0.06488 [unit dipole x unit field]
three-flavour test masses = 0.0000, 2.0000, 2.0000 m_e
```
